\section*{Voigt line widths by numerical convolution and the Olivero–Longbothum formula}

\section{Definitions and conventions}

A diffraction line can be modelled as a Gaussian broadened by a Lorentzian. Both factors are centred at zero and have unit area:
\begin{equation}
G(x)=\frac{e^{-x^2/2\sigma^2}}{\sigma\sqrt{2\pi}},\qquad
L(x)=\frac{1}{\pi}\frac{\gamma}{x^2+\gamma^2}.
\end{equation}
Their convolution is the Voigt profile,
\begin{equation}
V(x)=\int_{-\infty}^{\infty}G(u)\,L(x-u)\,du .
\label{conv}
\end{equation}
Every width $f$ below is a full width at half maximum. Setting $e^{-x^2/2\sigma^2}=1/2$ gives $x=\sigma\sqrt{2\ln2}$, and setting $L(x)=L(0)/2$ gives $x=\gamma$. Hence
\begin{equation}
f_G=2\sqrt{2\ln2}\,\sigma,\qquad f_L=2\gamma .
\end{equation}
The width $f_V$ of $V$ is found numerically below. The Olivero--Longbothum approximation tested here is the two-constant form
\begin{equation}
f_{OL}=a f_L+\sqrt{b f_L^2+f_G^2},\qquad a=0.5346,\quad b=0.2166,
\label{ol}
\end{equation}
and its relative error is $e=f_{OL}/f_V-1$.

If $x$, $f_G$ and $f_L$ are all multiplied by the same factor, the shape of $V$ is unchanged and $f_V$ acquires that factor. So does $f_{OL}$. The error therefore depends only on the width ratio, and the share $t=f_L/(f_L+f_G)$, running from 0 to 1, covers every case.

\section{A convolution small enough to do by hand}

Take $f_G=f_L$ and measure lengths in units of $\sigma$. Then $\gamma=\sqrt{2\ln2}=1.17741$ and $\gamma^2=1.386294$. Replace the integral by a sum over integer $u=n$, a trapezoidal rule of step $h=1$. The required values are
\begin{center}
\begin{tabular}{c|ccccc}
$n$ & 0 & 1 & 2 & 3 & 4\\ \hline
$G(n)$ & 0.398942 & 0.241971 & 0.053991 & 0.004432 & 0.000134\\
$L(n)$ & 0.270348 & 0.157056 & 0.069581 & 0.036084 & 0.021556
\end{tabular}
\end{center}
with $L(5)=0.014204$ and $L(6)=0.010025$. At the centre, the terms $n$ and $-n$ are equal, so
\begin{align}
V(0)&\approx G(0)L(0)+2\sum_{n=1}^{4}G(n)L(n)\nonumber\\
&=0.107853+0.076006+0.007513+0.000320+0.000006\nonumber\\
&=0.19170 .
\end{align}
The half level is $0.09585$. The sums $\sum_n G(n)L(1-n)$ and $\sum_n G(n)L(2-n)$, over $|n|\le4$, give
\begin{equation}
V(1)\approx0.15575,\qquad V(2)\approx0.09102 .
\end{equation}
The half level lies between them. A straight line through these points crosses it at
\begin{equation}
x=1+\frac{0.15575-0.09585}{0.15575-0.09102}=1.925 .
\end{equation}
The width is $2x=3.85$, and since $f_L=2.3548$ in these units, $f_V/f_L\approx1.635$. The accurate convolution gives $1.6375954$. Formula (\ref{ol}) gives $0.5346+\sqrt{1.2166}=1.6375959$, so this ratio happens to lie very close to a zero of its error.

The hand calculation contains the whole method: sum the convolution, find the half level, locate the crossing. To extend it to all ratios, we need to know that the crossing is unique and how the sum fails.

\section{Why there is one half-width}

Differentiate (\ref{conv}) and integrate by parts, using $L'(x-u)=-dL(x-u)/du$. The boundary terms vanish, leaving $V'(x)=\int G'(u)L(x-u)\,du$. Because $G'$ is odd, combining $u$ with $-u$ gives
\begin{equation}
V'(x)=\int_0^\infty G'(u)\,[L(x-u)-L(x+u)]\,du .
\end{equation}
For $x,u>0$ we have $G'(u)<0$ and $|x-u|<x+u$, so the bracket is positive. Thus $V'(x)<0$ for every $x>0$. The equation $V(x)=V(0)/2$ has one positive root $x_{1/2}$, and $f_V=2x_{1/2}$.

\section{The error of the sum}

At $x=0$ the integrand is $F(u)=G(u)L(u)$. Poisson summation gives
\begin{equation}
h\sum_n F(nh)-\int F\,du
=2\sum_{k=1}^{\infty}\int F(u)e^{2\pi i k u/h}\,du ,
\end{equation}
where evenness of $F$ has paired $k$ with $-k$. Shift each integration line upward to $\operatorname{Im}u=\alpha$. If $\alpha>\gamma$, the pole at $u=i\gamma$ is crossed. Near it,
\begin{equation}
L(u)=\frac{\gamma}{\pi(u-i\gamma)(u+i\gamma)}
\simeq\frac{1}{2\pi i}\frac{1}{u-i\gamma},
\end{equation}
so $2\pi i$ times the residue is $G(i\gamma)e^{-2\pi k\gamma/h}$. Summing the geometric series over $k$ gives the pole error
\begin{equation}
\Delta V(0)\simeq\frac{2G(i\gamma)}{e^{2\pi\gamma/h}-1},\qquad
G(i\gamma)=\frac{e^{\gamma^2/2\sigma^2}}{\sigma\sqrt{2\pi}} .
\label{pole}
\end{equation}
On the shifted line the Gaussian grows by $e^{\alpha^2/2\sigma^2}$ while the exponential supplies $e^{-2\pi k\alpha/h}$. The choice $\alpha=2\pi k\sigma^2/h$ minimizes the product, leaving a remainder governed by $e^{-2\pi^2k^2\sigma^2/h^2}$. If this $\alpha$ is below $\gamma$, no pole is crossed and the remainder alone is left.

In the hand example $G(i\gamma)=2G(0)=0.797885$ and $e^{2\pi\gamma}\approx1633$, so (\ref{pole}) predicts an excess of $0.00098$. Relative to the true peak height this is the computed error of 0.5128\%. Subtracting it gives $V(0)=0.19072$.

With $h=\sigma/6$ and $f_L\ge f_G$, the exponent $2\pi\gamma/h$ is at least 44. The factor $G(i\gamma)$ grows with $\gamma$, but the combined exponent $\gamma^2/2\sigma^2-12\pi\gamma/\sigma$ starts near $-44$ and falls until $\gamma=12\pi\sigma$, beyond which the $k=1$ term crosses no pole. Terms with larger $k$ are smaller still, so the pole error is negligible. Away from the centre the poles move to $u=x\pm i\gamma$, but the same exponential controls them. For $f_L=0.01f_G$, however, the same step overestimates the peak height by 361.3\%. The Lorentzian is then much narrower than the step, and the sample at its centre represents far too much area. Formula (\ref{pole}) was tested against the actual error in both cases and agreed within a relative $10^{-4}$.

\section{A rule for narrow Lorentzians}

When $f_L<f_G$, interchange the factors, $V(x)=\int G(x-u)L(u)\,du$, and substitute $u=\gamma\sinh q$. Since $u^2+\gamma^2=\gamma^2\cosh^2q$ and $du=\gamma\cosh q\,dq$,
\begin{equation}
L(u)\,du=\frac{dq}{\pi\cosh q},\qquad
V(x)=\frac1\pi\int_{-\infty}^{\infty}
\frac{G(x-\gamma\sinh q)}{\cosh q}\,dq .
\label{sinh}
\end{equation}
The narrow peak has disappeared from the integrand. To bound the error of an equally spaced sum in $q$, move the line to $q=r+i\pi/6$ and put $y=\gamma\sinh r$. Then
\begin{align}
\operatorname{Re}(x-\gamma\sinh q)^2
&=\left(x-\tfrac{\sqrt3}{2}y\right)^2-\tfrac14(y^2+\gamma^2)\nonumber\\
&=\tfrac12(y-\sqrt3x)^2-\tfrac12x^2-\tfrac14\gamma^2 .
\end{align}
The first term is never negative, so the Gaussian factor has magnitude at most $G(0)\exp[(2x^2+\gamma^2)/8\sigma^2]$. Also $|\cosh q|\ge\cos(\pi/6)\cosh r$, which makes the integral along the shifted line finite. The integrand has no pole in the strip, and the Poisson terms are bounded by a constant times $e^{-2\pi k(\pi/6)/h}$. The error therefore falls at least as fast as $e^{-\pi^2/3h}$, however small $\gamma$ is. With $h=0.05$ the exponent is about $-66$, which overwhelms the bounded growth factor for the $x$ needed here.

The general procedure is as follows.
\begin{enumerate}
\item If $f_L\ge f_G$, sum (\ref{conv}) with step $\sigma/6$ over $|u|\le9\sigma$. Otherwise sum (\ref{sinh}) with step 0.05 until $\gamma\sinh|q|$ reaches $|x|+9\sigma$.
\item Evaluate $V(0)$ and solve $V(x)=V(0)/2$ by a bracketing root finder on $0\le x\le f_G+f_L$. The upper end lay below half height at every ratio computed.
\item Double the root to obtain $f_V$, and form $e$.
\end{enumerate}
The Voigt profile can also be evaluated through the Faddeeva function, without a convolution sum. At 41 ratios $f_L/f_G$ from $10^{-4}$ to $10^4$, the two sets of widths differed by at most $6.9\times10^{-15}$ relative to the width.

\section{The two ends of the ratio range}

A finite scan cannot reach the pure limits, so these are treated by expansion.

\subsection{Nearly Gaussian lines}

The Fourier transforms of $G$ and $L$ are $e^{-\sigma^2k^2/2}$ and $e^{-\gamma|k|}$, and convolution multiplies them. To first order in $\gamma$ the profile changes by
\begin{equation}
\delta V(x)=-\frac{\gamma}{\pi}\int_0^\infty
k e^{-\sigma^2k^2/2}\cos kx\,dk .
\end{equation}
Let $I(x)=\int_0^\infty e^{-\sigma^2k^2/2}\sin kx\,dk$. The integral in $\delta V$ is $I'(x)$, and integration by parts gives $I'=(1-xI)/\sigma^2$. With $I(0)=0$, the solution is
\begin{equation}
I=\frac{\sqrt2}{\sigma}D(z),\quad z=\frac{x}{\sqrt2\sigma},\quad
D(z)=e^{-z^2}\int_0^z e^{s^2}ds ,
\end{equation}
where $D$ is the Dawson function. Thus $\delta V=-(\gamma/\pi\sigma^2)[1-2zD(z)]$.

Let the half-width move from $x_h=\sigma\sqrt{2\ln2}$ to $x_h+\delta$, and put $z_0=\sqrt{\ln2}$. The new half-height condition is
\begin{equation}
G(x_h)+G'(x_h)\delta+\delta V(x_h)=\tfrac12G(0)+\tfrac12\delta V(0).
\end{equation}
Here $G(x_h)=G(0)/2$ and $G'(x_h)=-x_hG(0)/2\sigma^2$, so
\begin{equation}
\frac{x_hG(0)}{2\sigma^2}\delta
=\frac{\gamma}{\pi\sigma^2}\left[2z_0D(z_0)-\tfrac12\right].
\end{equation}
Since $\pi x_hG(0)=\sqrt\pi z_0$, and $f_V-f_G=2\delta$ while $f_L=2\gamma$,
\begin{equation}
f_V\simeq f_G+c f_L,\qquad
c=\frac{4z_0D(z_0)-1}{\sqrt\pi z_0}=0.532547 .
\end{equation}
The approximation has slope 0.5346. Its error vanishes at the Gaussian end and is positive just beside it.

\subsection{Nearly Lorentzian lines}

For small $\sigma$, expand $L(x-u)$ in $u$ and average over $G$. The linear term vanishes and $\langle u^2\rangle=\sigma^2$, giving $V\simeq L+\sigma^2L''/2$. With $v=x/\gamma$ and $s=\sigma^2/2\gamma^2$,
\begin{equation}
\frac{V}{L(0)}\simeq\frac1{1+v^2}+s\frac{6v^2-2}{(1+v^2)^3}.
\end{equation}
The peak is $1-2s$. At $v=1+\eta$ the profile is $1/2-\eta/2+s/2$ to first order. Equating this to $1/2-s$ gives $\eta=3s$. Since $s=f_G^2/(4\ln2\,f_L^2)$,
\begin{equation}
f_V\simeq f_L+\frac{3}{4\ln2}\frac{f_G^2}{f_L}
=f_L+1.082021\frac{f_G^2}{f_L}.
\end{equation}
Expanding (\ref{ol}) gives the smaller coefficient $1/(2\sqrt b)=1.074338$. At the end itself $e=a+\sqrt b-1$, which is $+0.000305\%$. Adding a little Gaussian width therefore drives the error downward and soon makes it negative.

\section{The maximum error}

The error was computed at 801 equally spaced values of $t$, with the analytic values at the two ends. It has two interior turning points on this grid, each then refined by continuous minimization or maximization:
\begin{center}
\begin{tabular}{ccc}
$t$ & $f_G/f_L$ & $e$\\ \hline
0.22488 & 3.44681 & $+0.023666\%$\\
0.76573 & 0.30594 & $-0.019773\%$
\end{tabular}
\end{center}
The result is
\begin{equation}
\boxed{\max|e|=0.02367\%\quad\text{at}\quad f_G/f_L\simeq3.447.}
\end{equation}
Formula (\ref{ol}) is too wide there. A separate scan using the Faddeeva function at 2000 values of $t$, most of them off the first grid, gave the same maximum to the printed digits. A logarithmic scan of the ratio from $10^{-6}$ to $10^6$ found no larger magnitude. This is a numerical maximum supported by the end expansions; it is not a proof with interval bounds.

\section{Recovering the Lorentzian width}

When the Lorentzian part carries the unknown quantity, $f_L$ must be found from a measured $f_V$ and a known $f_G$. Squaring $f_V-af_L=\sqrt{bf_L^2+f_G^2}$ gives
\begin{equation}
(a^2-b)f_L^2-2af_Vf_L+(f_V^2-f_G^2)=0 .
\end{equation}
The smaller root is the physical one, because it vanishes when $f_V=f_G$. Multiplying its numerator and denominator by the conjugate removes the subtraction of the square root from $af_V$. The difference $f_V^2-f_G^2$ remains, and near the Gaussian end it is better evaluated as $(f_V-f_G)(f_V+f_G)$. The result is
\begin{equation}
f_L=\frac{f_V^2-f_G^2}
{af_V+\sqrt{a^2f_V^2-(a^2-b)(f_V^2-f_G^2)}} .
\label{inverse}
\end{equation}
The error of this inverse is not limited to 0.024\%. Near the Gaussian end the true excess width is $cf_L$, which the formula reads as $af_L$. The recovered value is therefore wrong by $c/a-1=-0.3840\%$ relative to $f_L$. A measurement error need not shrink with $f_L$: near this end an error $\delta f_V$ produces $\delta f_L\simeq\delta f_V/a$, which may exceed a small $f_L$ itself.

\section{A polycrystalline copper film}

Consider the (111) line of a fine-grained copper film measured with a copper X-ray tube. Rough typical inputs are wavelength $\lambda=0.154$ nm, lattice parameter 0.36 nm and Gaussian instrument width $0.10^\circ$ in $2\theta$. The plane spacing is $0.36/\sqrt3=0.2078$ nm, and Bragg's law gives $2\theta=43.49^\circ$ for these rounded inputs. With $a=0.3615$ nm and $\lambda=0.15406$ nm the line lies near $43.3^\circ$; this shifts the size width found below by only about $0.0001^\circ$.

To connect width with size, divide each crystallite into columns of length $l$ normal to the diffracting planes. Let $s$ be the distance from the peak in $2\sin\theta/\lambda$. A column contributes $\sin^2(\pi sl)/(\pi s)^2$. For exponentially distributed lengths of mean $M$, use $\sin^2\phi=(1-\cos2\phi)/2$ and $\langle\cos(2\pi sl)\rangle=1/(1+4\pi^2M^2s^2)$:
\begin{equation}
\left\langle\frac{\sin^2(\pi sl)}{(\pi s)^2}\right\rangle
=\frac{2M^2}{1+4\pi^2M^2s^2}.
\end{equation}
This is a Lorentzian of full width $1/(\pi M)$. The volume-weighted column length is $L_V=\langle l^2\rangle/\langle l\rangle=2M$, so the width is $2/(\pi L_V)$. Since $ds=\cos\theta\,d(2\theta)/\lambda$,
\begin{equation}
f_L=\frac{2\lambda}{\pi L_V\cos\theta}\quad\text{(radians of }2\theta).
\end{equation}
For $L_V=20$ nm this gives $f_L=0.3024^\circ$. Formula (\ref{ol}) then gives
\begin{equation}
f_{OL}=0.5346(0.3024^\circ)
+\sqrt{0.2166(0.3024^\circ)^2+(0.10^\circ)^2}=0.3343^\circ .
\end{equation}
Convolution gives $0.33436^\circ$; before rounding, the formula is low by 0.0196\%. Inserting the convolution width in (\ref{inverse}) returns $L_V=19.995$ nm, an error of $-0.024\%$.

The assumptions of the model can cause much larger errors. In the following comparisons one effect is added at a time, with $L_V=20$ nm and the instrument width held fixed. The altered line is then inverted as if the effect were absent.
\begin{center}
\begin{tabular}{lcc}
Neglected effect & Apparent $L_V$ (nm) & Change\\ \hline
K$\alpha_2$ partner & 17.21 & $-13.9\%$\\
Natural source width & 19.13 & $-4.4\%$\\
0.10\% rms microstrain & 18.00 & $-10.0\%$\\
Equal column lengths & 14.94 & $-25.3\%$\\
Background taken from tails & 20.13 & $+0.7\%$
\end{tabular}
\end{center}
The partner line has half the main height and a wavelength offset of roughly 0.25\%; the source has a rough relative width of 0.03\% and is taken as Lorentzian. The instrument width is assumed to exclude both source effects; a width measured on a standard with the same tube would already contain part of them. The microstrain is taken as Gaussian. The last row subtracts the line's own intensity at $2^\circ$ from the peak, 0.609\% of its height, as though it were background. Stacking faults, counting noise and a non-Gaussian instrument profile are not included.

For the inputs chosen, the largest change in the table comes from the column-length distribution: equal columns do not produce a Lorentzian, even when $L_V$ is the same. This ranking is not general. Equal columns are an extreme case: equal spheres of the same $L_V$ give about $-20\%$, and lognormal sphere sizes with logarithmic standard deviation 0.3 to 0.7 give about $-16\%$ to $-0.4\%$. A Gaussian microstrain of 0.20\% rms alone gives about $-27\%$. For this film, replacing (\ref{ol}) by a full convolution would improve the size by about 0.02\%, whereas each listed modelling error changes it by more than 0.6\%. The convolution remains useful when the line shape itself must change, as it does for equal columns or an unresolved partner. The tabulated values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Largest width gap, convolution vs Faddeeva: 6.9e-15 (relative)
Direct rule, fL/fG=1, step=sigma/1: peak-height error 0.5128 %
Direct rule, fL/fG=0.01, step=sigma/6: peak-height error 361.3 %
Gaussian-end slope c: 0.532547 (formula 0.5346)
Lorentzian-end coefficient: 1.082021 (formula 1.074338)
fG/fL, fV/fL convolution, fV/fL formula, error in %:
   0.1  1.0106877  1.0106252  -0.00618
   0.3  1.0885299  1.0883147  -0.01976
   0.5  1.2178653  1.2176813  -0.01511
   1.0  1.6375954  1.6375959  +0.00003
   2.0  2.5875520  2.5880361  +0.01871
   5.0  5.5549869  5.5562133  +0.02208
  10.0  10.5438241  10.5454241  +0.01517
Number of interior turning points of the error: 2
  t=0.22488, fG/fL=3.44681, error=+0.023666 %
  t=0.76573, fG/fL=0.30594, error=-0.019773 %
Error at pure Lorentzian end: +0.000305 %
MAXIMUM |relative error|: 0.023666 % at fG/fL=3.44681
Same maximum from Faddeeva scan: 0.023666 %
Largest inverted-fL error on grid: -0.3827 % at t=0.00125
Inverted-fL error at Gaussian end: -0.3840 %
Wavelength 0.154 nm, lattice parameter 0.36 nm
(111) spacing 0.2078 nm, 2theta 43.489 deg
Column length L_V 20.0 nm, instrument fG 0.100 deg
Size width fL 0.30238 deg, fG/fL 0.3307
Voigt width, convolution: 0.334356 deg
Voigt width, formula: 0.334290 deg
Width error: -0.01963 %
Recovered L_V: 19.9953 nm, error -0.0237 %
K-alpha2: wavelength offset 0.25 %, height 0.5, shift 0.1143 deg
Source relative width 0.03 %, FWHM 0.0137 deg
Microstrain 0.10 % rms, FWHM 0.1076 deg
Tail level at 2.0 deg: 0.609 % of peak
Neglected effect: line width, apparent L_V, change of L_V:
  K-alpha2 partner: 0.3795 deg, 17.21 nm, -13.9 %
  source natural width: 0.3469 deg, 19.13 nm, -4.4 %
  rms microstrain: 0.3651 deg, 18.00 nm, -10.0 %
  equal columns: 0.4296 deg, 14.94 nm, -25.3 %
  background from tails: 0.3324 deg, 20.13 nm, +0.7 %
\end{verbatim}
